# The Heller-McConnell Law for Beta Protons and Its Hindered-Rotor Average

## Definitions and conventions

A planar radical centre, carbon \(C_\alpha\), carries one unpaired electron in a p orbital perpendicular to its plane. A neighbouring carbon \(C_\beta\) bears a hydrogen atom, whose nucleus is the beta proton. The angle \(\theta\) is the dihedral angle between the p axis and the \(C_\beta\)-H bond, seen along the C-C axis. At \(\theta=0\) the p axis lies in the C-C-H plane; at \(\theta=90^\circ\) it is perpendicular to that plane.

The isotropic hyperfine Hamiltonian is \(a\,\mathbf S\cdot\mathbf I\), with \(S=1/2\). Energies are in hartree and formulas in atomic units; couplings are quoted in MHz, as \(a/h\). The spin density \(\rho_s(\mathbf r)\) is the density of up-spin electrons minus that of down-spin electrons in the state \(M_S=+1/2\), so it integrates to one. The Fermi contact interaction gives

\[
a=\frac{2\mu_0}{3}\,g_e\mu_B\,g_p\mu_N\,\rho_s(\mathbf r_H).
\tag{1}
\]

Here \(g_e\) is taken positive. In atomic units \(\mu_0=4\pi\alpha^2\), \(\mu_B=1/2\) and \(\mu_N=1/(2m_p)\), where \(\alpha\) is the fine-structure constant and \(m_p\) the proton mass. We keep only the contribution of the hydrogen 1s orbital, whose density at a fixed nucleus is \(1/\pi\). If \(\rho_H\) is the spin population of that orbital, then

\[
a=A_H\rho_H,\qquad
A_H=\frac{8}{3}\alpha^2\,\frac{g_e}{2}\,\frac{g_p}{2m_p}.
\tag{2}
\]

This is 1422.8 MHz. The task is to find \(\rho_H(\theta)\).

## The angular dependence of the coupling

Resolve the p orbital into a component in the C-C-H plane and one perpendicular to it:

\[
p=\cos\theta\,p_\parallel+\sin\theta\,p_\perp .
\tag{3}
\]

We treat the C-H bond as a localized unit whose surroundings are symmetric under reflection in the C-C-H plane. The bond orbitals and the one-electron Hamiltonian \(f\) are even under this reflection, whereas \(p_\perp\) is odd. Hence \(p_\perp\) has no matrix element with the bond. If \(h\) is the carbon hybrid pointing towards hydrogen,

\[
\langle p|f|h\rangle=-k\cos\theta .
\tag{4}
\]

The constant \(-k\) is the matrix element at \(\theta=0\). Taking \(k\) as independent of \(\theta\) is a further assumption: it neglects the change in the field of the radical centre's other substituents, as seen from the bond, when the bond turns. The overlap of \(p\) with \(h\) obeys the same cosine law for the same reason, so removing it to first order, by subtracting from \(p\) its overlap times the fixed hybrid \(h\), changes \(k\) but not the angular factor. From here on the orbitals are orthonormal.

Substituents can break the reflection symmetry. A term in \(\sin\theta\) is then allowed in (4). Its product with \(\cos\theta\) adds a \(\sin2\theta\) term to the spin population, and its square adds a \(\sin^2\theta\) term, which does not vanish at \(90^\circ\). The law derived below neglects both.

## Hyperconjugation

Let \(s\) be the hydrogen 1s orbital. Take a nonpolar bond with \(\langle h|f|s\rangle=-b\), where \(b>0\), and put the energies of \(p\), \(h\) and \(s\) at zero. Direct hopping between \(p\) and \(s\) is neglected; it would carry the same factor \(\cos\theta\). The bond orbitals are

\[
\sigma=\frac{h+s}{\sqrt2},\quad E_\sigma=-b;\qquad
\sigma^*=\frac{h-s}{\sqrt2},\quad E_{\sigma^*}=+b .
\tag{5}
\]

By (4), the matrix element of \(f\) between \(p\) and either bond orbital is \(-k\cos\theta/\sqrt2\). First-order perturbation theory for the orbital that starts as \(p\), at energy zero, gives the admixtures

\[
c_\sigma=\frac{-k\cos\theta/\sqrt2}{0-(-b)}=-\frac{k\cos\theta}{\sqrt2\,b},
\qquad
c_{\sigma^*}=\frac{-k\cos\theta/\sqrt2}{0-b}=+\frac{k\cos\theta}{\sqrt2\,b}.
\tag{6}
\]

The amplitudes on the two atoms of the bond follow from (5):

\[
c_h=\frac{c_\sigma+c_{\sigma^*}}{\sqrt2}=0,
\qquad
c_s=\frac{c_\sigma-c_{\sigma^*}}{\sqrt2}=-\frac{k}{b}\cos\theta .
\tag{7}
\]

The bonding and antibonding admixtures cancel on carbon and add on hydrogen. This delocalization of the unpaired electron into the C-H bond is hyperconjugation. The spin population is the square of an amplitude proportional to \(\cos\theta\), hence the factor \(\cos^2\theta\).

Without electron-electron terms the three-orbital problem can be solved in closed form. For an eigenvector at zero energy, the row of the matrix equation belonging to \(p\) requires \(c_h=0\). The row belonging to \(h\) requires \(-k\cos\theta\,c_p-b\,c_s=0\). Normalization then gives

\[
\rho_H^{(0)}=\frac{k^2\cos^2\theta}{b^2+k^2\cos^2\theta}
=\frac{k^2}{b^2}\cos^2\theta-\frac{k^4}{b^4}\cos^4\theta+\cdots .
\tag{8}
\]

The other two electrons fill the lowest orbital in a pair and contribute no spin. The \(\cos^2\theta\) law is thus the leading term in \(k^2/b^2\), and the next term lowers the coupling near \(\theta=0\).

Equation (8) vanishes at \(\theta=90^\circ\). In this model a constant \(B_0\) therefore needs another mechanism.

## Spin polarization

The unpaired electron exchanges with the bond electron of parallel spin, but not with its antiparallel partner. The two bond electrons consequently acquire slightly different distributions. Define the exchange integral

\[
K_h(\theta)=\iint
\frac{p(1)h(1)\,p(2)h(2)}{r_{12}}\,d^3r_1\,d^3r_2 ,
\tag{9}
\]

and \(K_s\) in the same way with \(s\) replacing \(h\). Insert (3) into (9). The cross terms contain \(p_\perp\) once, so they are odd under the reflection and vanish. The squared terms leave

\[
K_h(\theta)=K_\parallel\cos^2\theta+K_\perp\sin^2\theta
=K_\perp+(K_\parallel-K_\perp)\cos^2\theta .
\tag{10}
\]

The same argument applies to \(K_s\), but this model takes \(K_s\) as independent of \(\theta\). Other Coulomb integrals are also left out.

Start from the configuration \(p_\uparrow\sigma_\uparrow\sigma_\downarrow\). Exchange couples it to \(p_\uparrow\sigma^*_\uparrow\sigma_\downarrow\) with matrix element \(-X\), where, using (5),

\[
X=(p\sigma|p\sigma^*)
=\tfrac12\left[K_h-(ph|ps)+(ps|ph)-K_s\right]
=\tfrac12(K_h-K_s).
\tag{11}
\]

The notation \((ij|kl)\) means the integral in (9) with \(i,j\) functions of electron 1 and \(k,l\) functions of electron 2. The two middle terms are equal and cancel. The excited configuration lies higher by \(2b\), so its first-order coefficient is \((-X)/(-2b)=X/(2b)\). The up-spin bond orbital becomes

\[
\sigma_\uparrow'=\sigma+\frac{X}{2b}\sigma^* .
\tag{12}
\]

Its amplitude on \(s\) is \([1-X/(2b)]/\sqrt2\), and its population there is \(1/2-X/(2b)\) to first order. The down-spin population remains \(1/2\). The difference is

\[
\rho_H^{\rm pol}=-\frac{X}{2b}=-\frac{K_h(\theta)-K_s}{4b}.
\tag{13}
\]

Exchange also admits the configuration \(p_\downarrow\sigma_\uparrow\sigma^*_\uparrow\). It differs from the starting configuration in two spin orbitals, so a one-electron density has no matrix element between them. It affects \(\rho_H\) first at second order.

When \(K_h>K_s\), the up-spin bond electron is drawn towards carbon and leaves negative spin population on hydrogen. The sign of \(B_0\) in this model rests on that inequality, but this one path does not fix the sign in a real radical. In the planar ethyl radical the inequality holds for orthogonalized minimal-basis orbitals, yet spin-unrestricted mean-field calculations give a positive coupling at \(90^\circ\): about \(+15\) MHz for Hartree-Fock with the 6-31G basis, \(+10\) MHz with 6-311G**, and about \(+4\) MHz for B3LYP with 6-31G. Polarization paths that three orbitals cannot hold outweigh (13) there.

## The Heller-McConnell law

Treat \(k^2/b^2\) and the exchange integrals divided by \(b\) as small quantities of the same order. Changing the sign of the p orbital reverses \(k\) but cannot change the spin density, so no odd power of \(k\) appears. At leading order the contributions therefore add. Combining (2), (8), (10) and (13) gives

\[
a(\theta)=B_0+B_2\cos^2\theta,
\tag{14}
\]

\[
B_0=-A_H\frac{K_\perp-K_s}{4b},\qquad
B_2=A_H\left[\frac{k^2}{b^2}-\frac{K_\parallel-K_\perp}{4b}\right].
\tag{15}
\]

Within this model, hyperconjugation supplies the first term of \(B_2\) and the anisotropy of spin polarization the second, for a centre whose spin population is close to one. The angular form (14) carries over to a real radical: mean-field calculations on planar ethyl follow it to about 0.5 MHz. The division in (15) does not carry over. For \(K_\parallel>K_\perp\) the model has polarization lowering \(B_2\), whereas in ethyl the passage from spin-restricted to spin-unrestricted orbitals raises \(B_2\) strongly, from 64 to 132 MHz for Hartree-Fock with the 6-31G basis and from 59 to 118 MHz with 6-311G**. For real radicals \(B_0\) and \(B_2\) should be taken from experiment or from a full calculation, not from (15).

## Averaging over a twofold hindered rotor

Now let \(C_\beta\) belong to a group CH\(_2\)R that turns rigidly about the C-C axis. Write \(\theta=\theta_0+\phi\), where \(\theta_0\) is the dihedral angle of the chosen proton at a potential minimum. If the planar centre is unchanged by a half-turn about the C-C axis, the potential has period \(\pi\). We keep its lowest harmonic:

\[
V(\phi)=\frac{V_2}{2}(1-\cos2\phi),\qquad V_2>0 .
\tag{16}
\]

With bonds spaced by \(120^\circ\) in projection, R in the plane of the radical centre places both protons at the equivalent of \(\theta_0=30^\circ\). R along the p axis places them at the equivalent of \(60^\circ\). The two protons of a pair have opposite signs of \(\theta_0\).

The double-angle formulas turn (14) into

\[
a=B_0+\frac{B_2}{2}
\left[1+\cos2\theta_0\cos2\phi-\sin2\theta_0\sin2\phi\right].
\tag{17}
\]

For a rotor with constant moment of inertia, the classical momentum integral cancels from the average. With \(x=V_2/(2k_BT)\), the Boltzmann weight is \(e^{-x}e^{x\cos2\phi}\). It is even in \(\phi\), so \(\langle\sin2\phi\rangle=0\). Both protons of the pair consequently have the same average. Setting \(u=2\phi\) and using periodicity and evenness,

\[
\langle\cos2\phi\rangle_{\rm cl}
=\frac{\int_0^\pi e^{x\cos u}\cos u\,du}
{\int_0^\pi e^{x\cos u}\,du}
=\frac{I_1(x)}{I_0(x)} ,
\tag{18}
\]

because \(I_n(x)=\pi^{-1}\int_0^\pi e^{x\cos u}\cos(nu)\,du\) is the modified Bessel function of integer order \(n\). Therefore

\[
\langle a\rangle_{\rm cl}=B_0+\frac{B_2}{2}
\left[1+\cos2\theta_0\,\frac{I_1(x)}{I_0(x)}\right].
\tag{19}
\]

The derivative of (18) with respect to \(x\) is \(\langle\cos^2u\rangle-\langle\cos u\rangle^2\), a positive variance. The ratio thus falls as temperature rises. For \(B_2>0\), the classical average of the coupling falls with temperature if \(\cos2\theta_0>0\) and rises if \(\cos2\theta_0<0\). At \(\theta_0=45^\circ\) it does not change within this model.

At high temperature, \(I_0\simeq1\) and \(I_1\simeq x/2\), so

\[
\langle a\rangle_{\rm cl}\simeq B_0+\frac{B_2}{2}
+B_2\cos2\theta_0\,\frac{V_2}{8k_BT}.
\tag{20}
\]

The free-rotation limit is \(B_0+B_2/2\), approached as \(1/T\). At low temperature \(V\simeq V_2\phi^2\), and equipartition gives \(V_2\langle\phi^2\rangle=k_BT/2\). Hence \(\langle\cos2\phi\rangle_{\rm cl}\simeq1-2\langle\phi^2\rangle=1-k_BT/V_2\).

One averaged coupling is observed if torsional motion, and relaxation between torsional levels, are fast compared with the spread of hyperfine frequencies. Classical crossing between the two wells is not required: \(a\) and \(V\) both have period \(\pi\), so each well gives the same average.

## Quantum corrections and the meaning of free rotation

The quantum Hamiltonian is

\[
H=-F\frac{d^2}{d\phi^2}+V(\phi),\qquad F=\frac{1}{2I},
\tag{21}
\]

where \(I\) is the reduced moment of inertia. In a deep well, equating \(V_2\phi^2\) to \(I\omega^2\phi^2/2\) gives \(\omega^2=2V_2/I=4FV_2\), or \(\omega=2\sqrt{FV_2}\). The thermal variance of a harmonic oscillator is

\[
\langle\phi^2\rangle=\frac{1}{2I\omega}\coth\frac{\omega}{2k_BT}
=\frac12\sqrt{\frac{F}{V_2}}\,
\coth\frac{\sqrt{FV_2}}{k_BT}.
\tag{22}
\]

To first order in this variance,

\[
\langle\cos2\phi\rangle\simeq
1-\sqrt{\frac{F}{V_2}}\,
\coth\frac{\sqrt{FV_2}}{k_BT}.
\tag{23}
\]

At zero temperature the hyperbolic cotangent is one. Zero-point motion therefore keeps the coupling away from its rigid value unless \(\cos2\theta_0=0\). For \(\sqrt{FV_2}\ll k_BT\ll V_2\), (23) returns the classical result \(1-k_BT/V_2\). It fails once the torsional amplitude is large.

The opposite case is a weak barrier at zero temperature. The potential couples the constant ground state to each state \(e^{\pm2i\phi}\), at energy \(4F\), with matrix element \(-V_2/4\). Each acquires the coefficient \(V_2/(16F)\), so

\[
\psi\propto1+\frac{V_2}{8F}\cos2\phi,\qquad
|\psi|^2\propto1+\frac{V_2}{4F}\cos2\phi,\qquad
\langle\cos2\phi\rangle\simeq\frac{V_2}{8F}.
\tag{24}
\]

The last step uses the uniform average \(\langle\cos^22\phi\rangle=1/2\). The free-rotation value is thus reached when \(V_2\) is small compared with either \(k_BT\) or \(F\).

## Why a methyl group behaves differently

A methyl rotor has an equilibrium density unchanged by \(\phi\to\phi+2\pi/3\). This shift multiplies the average of \(e^{2i\phi}\) by \(e^{4\pi i/3}\ne1\). Since the average must also remain unchanged, it is zero. Hence

\[
\langle\cos^2\theta\rangle_{\rm methyl}=\frac12
\tag{25}
\]

for each proton at every temperature. Within (14), its averaged coupling is \(B_0+B_2/2\) whatever the barrier height. The spectrum shows this single coupling if thermal exchange among the three sites is fast compared with the spread of hyperfine frequencies. The temperature dependence in (19) requires a twofold component in the orientational distribution, which CH\(_2\)R can have. If thermal exchange is slow, a single averaged coupling no longer describes the methyl spectrum. Fast coherent tunnelling does not replace it, because \(\cos2\phi\) has matrix elements between the two degenerate torsional states of a tunnelling methyl group, and the hyperfine interaction can split them.

## Worked example

The parameters are round model values, not those of a particular radical (orthogonalized minimal-basis orbitals of ethyl give a larger \(b\), exchange integrals several times smaller, and a \(K_s\) that varies with angle): \(k=0.080\), \(b=0.250\), \(K_\parallel=0.008\), \(K_\perp=0.005\) and \(K_s=0.001\) hartree. Equation (15) gives

\[
B_0=1422.8\left(-\frac{0.004}{1.000}\right)=-5.7\ \text{MHz},
\]

\[
B_2=1422.8\,(0.1024-0.0030)=141.4\ \text{MHz}.
\]

Diagonalizing the three-electron model without expansion tests these leading-order formulas. At \(\theta=0\) it gives 114.4 MHz, whereas (14) gives 135.7 MHz, which is 19% above the model result. Saturation in (8) explains 13.5 MHz of the difference: the hyperconjugative population falls from 0.1024 to \(0.1024/1.1024=0.0929\). The remaining 7.8 MHz comes from higher-order terms containing exchange. In the numerical check, \(k^2\) and all exchange integrals are multiplied by a common scale. Lowering that scale from 0.01 to 0.001 reduces the largest error in \(\rho_H\) over the tested angles, divided by the scale, from \(1.78\times10^{-4}\) to \(1.78\times10^{-5}\), as expected for a next-order error.

For the rotor we use effective constants that include much of this correction. Write the diagonalized curve as \(f_0+f_1\cos2\theta+f_2\cos4\theta+\cdots\). Matching its first two terms to (14) gives, with \(f_1=59.92\) MHz, \(B_2=2f_1=119.8\) MHz and \(B_0=f_0-f_1=-3.76\) MHz. This \(B_0\) is a fitted constant, not the coupling at \(90^\circ\), which is \(-5.6\) MHz. The choice preserves the uniform average \(f_0=B_0+B_2/2\). The neglected \(\cos4\theta\) amplitude is \(-1.8\) MHz.

Take \(V_2=0.00200\) hartree and \(F=0.00003\) hartree. Then \(V_2/k_B=632\) K, and the harmonic torsional frequency is 3.2 THz, far above the hyperfine frequencies. At 300 K, \(x=631.55/600=1.053\). The classical ratio (18) is 0.465; diagonalization of (21) gives 0.456. With the quantum value,

\[
\langle a\rangle_{30^\circ}
=-3.76+59.92\,(1+0.5\times0.456)=69.8\ \text{MHz},
\]

\[
\langle a\rangle_{60^\circ}
=-3.76+59.92\,(1-0.5\times0.456)=42.5\ \text{MHz}.
\]

Division by \(g_e\mu_B/h\) converts these to 2.49 and 1.52 mT. At 300 K, averaging the full angular curve instead raises each coupling by about 0.1 MHz. The change grows on cooling, because the neglected \(\cos4\theta\) term is averaged out less, and reaches about 0.5 MHz at 10 K. The table uses the effective law.

| \(T\) (K) | \(\langle\cos2\phi\rangle\), quantum | \(\langle a\rangle_{30^\circ}\) (MHz) | \(\langle a\rangle_{60^\circ}\) (MHz) |
|---:|---:|---:|---:|
| 10 | 0.877 | 82.5 | 29.9 |
| 100 | 0.790 | 79.8 | 32.5 |
| 300 | 0.456 | 69.8 | 42.5 |
| 600 | 0.252 | 63.7 | 48.6 |

At 10 K the classical ratio is 0.984, but zero-point motion lowers the quantum value to 0.877. Equation (23) gives 0.878. For \(\theta_0=60^\circ\), the effective law at a rigid angle gives 26.2 MHz, so within that law torsional motion has already raised the coupling by 3.7 MHz; on the full angular curve, whose rigid value is 27.15 MHz, the rise is about 3.3 MHz.

The two couplings move in opposite directions towards

\[
B_0+\frac{B_2}{2}=-3.76+59.92=56.2\ \text{MHz}=2.00\ \text{mT}.
\]

At 600 K, where \(k_BT\) is close to \(V_2\), each is still about 7.5 MHz from this limit. In this example, thermal energy comparable with the barrier is therefore not sufficient for the free-rotation value. By (20), coming within a small tolerance \(\delta\) of the limit requires \(k_BT>B_2|\cos2\theta_0|\,V_2/(8\delta)\), which for \(\delta=1\) MHz means a temperature of about 4700 K.

## Numbers as computed

```
1s contact coupling A_H = 1422.81 MHz
Gaussian hopping ratio, 60 deg to 0 deg = 0.500000
k = 0.080 hartree; b = 0.250 hartree
K_par = 0.008, K_perp = 0.005, K_s = 0.001 hartree
Leading spin population at 90 deg = -0.00400
Hyperconjugation part of cos^2 coefficient = 0.10240
Exchange part of cos^2 coefficient = -0.00300
Scaled error at scale 0.01 = 1.780e-04
Scaled error at scale 0.001 = 1.783e-05
Leading B0 = -5.691 MHz; B2 = 141.427 MHz
Effective B0 = -3.761 MHz; B2 = 119.848 MHz
Fourier cos(4 theta) amplitude = -1.782 MHz
theta (deg), exact model, leading law, effective law (MHz)
  0    114.360    135.736    116.087
 30     86.961    100.379     86.125
 60     27.150     29.666     26.201
 90     -5.601     -5.691     -3.761
V2 = 0.00200 hartree; F = 0.00003 hartree
V2/k = 631.55 K
sqrt(F*V2)/k = 77.35 K
Harmonic torsional frequency = 3.223 THz
Zero-point reduction sqrt(F/V2) = 0.12247
T (K), <cos 2phi>: classical, quantum, harmonic order
  10   0.98404   0.87738   0.87753
  50   0.91700   0.86234   0.86590
 100   0.82100   0.78992   0.81127
 200   0.61503   0.59980   0.66769
 300   0.46471   0.45612   0.51450
 600   0.25444   0.25186   0.04470
2000   0.07870   0.07845  -2.16839
T (K), quantum <a> for theta0=30 deg and 60 deg (MHz)
  10     82.452     29.875
  50     82.001     30.326
 100     79.831     32.495
 200     74.134     38.192
 300     69.830     42.497
 600     63.710     48.617
2000     58.514     53.813
x at 300 K = 1.05258
Full-curve <a> at 300 K: 30 deg 69.927, 60 deg 42.596 MHz
At 300 K: 30 deg 2.4917, 60 deg 1.5164 mT
Free-rotation limit = 56.163 MHz = 2.0040 mT
Weak-barrier test: V2 = 1.0e-06 hartree, <cos 2phi> = 0.004167
```
